# Why a damped soft mode's peak is not its frequency

**Question**

I have simulated spectra of a soft phonon above a structural transition, in the high-symmetry phase. What I plot is the spectrum of thermal displacement fluctuations. Its peak is at 5.66 meV at 400 K and at 2.65 meV at 350 K. On cooling further, the peak runs into zero frequency and a single central line remains, which narrows as the temperature falls.

I took the peak position as the mode frequency. Its square should be linear in temperature, so I drew the line: $5.66^2\approx 32$ and $2.65^2\approx 7$ (in meV²), a slope of 0.5 meV²/K, and hence a zero at 336 K. But the static susceptibility of the same model diverges at 300 K, not at 336 K. The damping constant in the simulation is 6 meV at all temperatures.

Does the mode go soft at 336 K or not? I have also been told that the peak collapses "because the mode is overdamped", and that the central line then has width $\omega_0^2/\gamma$. Is that right, and how should I get the frequency from such spectra?

**Answer**

The mode goes soft at 300 K. At 336 K its restoring force is still finite; what vanishes there is the position of a maximum, which is a different quantity. The two things you were told need correction as well: the peak reaches zero before the mode is overdamped, and $\omega_0^2/\gamma$ is the half width of the central line, in the limit of strong damping.

**The spectrum of a damped mode**

Let $x$ be the mass-weighted mode coordinate, so that no mass appears:

$$\ddot x+\gamma\dot x+\omega_0^2x=f(t).$$

Here $\omega_0^2$ is the stiffness, and $\gamma$ is taken to be independent of frequency. I set $\hbar=1$ in the formulas and quote frequencies and rates as energies in meV. For a force and a displacement varying as $e^{-i\omega t}$, the response $\chi=x/f$ is

$$\chi(\omega)=\frac{1}{\omega_0^2-\omega^2-i\gamma\omega},\qquad \chi''=\frac{\gamma\omega}{D},\qquad D=(\omega_0^2-\omega^2)^2+\gamma^2\omega^2 .$$

The static susceptibility is $\chi(0)=1/\omega_0^2$. It diverges when $\omega_0$ vanishes, whatever the damping. This is why your 300 K is the trustworthy number.

In thermal equilibrium $f$ is the random force of the other degrees of freedom. In the classical regime, $kT\gg\hbar\omega$, and for frequency-independent friction, this force at times $t>0$ is uncorrelated with $x(0)$. Multiplying the equation of motion by $x(0)$ and averaging removes $f$. The normalised correlation function $c(t)=\langle x(t)x(0)\rangle/\langle x^2\rangle$ therefore obeys

$$\ddot c+\gamma\dot c+\omega_0^2c=0,\qquad c(0)=1,\quad \dot c(0)=0,$$

where the last condition holds because position and velocity are uncorrelated in classical equilibrium. Define $\hat c(\omega)=\int_0^\infty c(t)\,e^{i\omega t}dt$. Integration by parts gives $-1-i\omega\hat c$ for the transform of $\dot c$, and $i\omega-\omega^2\hat c$ for that of $\ddot c$. Inserting these,

$$(\omega_0^2-\omega^2-i\gamma\omega)\,\hat c=\gamma-i\omega .$$

Divide, and multiply numerator and denominator by $\omega_0^2-\omega^2+i\gamma\omega$. The real part of the numerator is $\gamma(\omega_0^2-\omega^2)+\gamma\omega^2=\gamma\omega_0^2$, so $\mathrm{Re}\,\hat c=\gamma\omega_0^2/D$. The spectrum on $\omega>0$, normalised to unit area, is

$$\rho(\omega)=\frac{2}{\pi}\,\mathrm{Re}\,\hat c=\frac{2}{\pi}\frac{\gamma\omega_0^2}{D}=\frac{2}{\pi}\,\omega_0^2\,\frac{\chi''(\omega)}{\omega}.$$

The area is one because the inverse transform is $c(t)=\int_0^\infty\rho(\omega)\cos\omega t\,d\omega$ and $c(0)=1$. This $\rho$ is the shape you are plotting.

A friction term need not appear in the equations of motion. Take a purely harmonic, undamped lattice in which the soft coordinate, with bare stiffness $K$, is coupled to many modes $q_j$ of frequency $\omega_j$ by terms $-c_jxq_j$. At fixed $x$ the other modes relax to $q_j=c_jx/\omega_j^2$, which leaves the static stiffness $\omega_0^2=K-\sum_jc_j^2/\omega_j^2$. I diagonalized such a system with 1200 other modes, with couplings chosen to imitate constant friction of 6 meV. To keep the friction constant the modes were spread up to 1000 meV, far beyond any real phonon band, so this is an idealised harmonic bath and not a model of a crystal. At 400 K, where $\omega_0=7.07$ meV, the highest point of its displacement spectrum is at 5.68 meV. The levels there are about 0.04 meV apart, so this agrees with the 5.66 meV of the damped mode. The shift is thus present in a system with no friction term at all.

**Where the peak is, and when it reaches zero**

At fixed $\omega_0$ and $\gamma$, the maximum of $\rho$ is the minimum of $D$. Write $y=\omega^2\ge0$ and $b=2\omega_0^2-\gamma^2$. Expanding and completing the square,

$$D=y^2-by+\omega_0^4=\left(y-\frac b2\right)^2+\omega_0^4-\frac{b^2}{4}.$$

If $b>0$, the minimum is at $y=b/2$, so the peak is at

$$\omega_p=\sqrt{\omega_0^2-\gamma^2/2}.$$

If $b\le0$, $D$ increases with $y$ over the whole allowed range, and the maximum of $\rho$ is at $\omega=0$. The two side peaks at $\pm\omega_p$ therefore merge when $\gamma=\sqrt2\,\omega_0$.

Overdamping is a statement about motion in time. Trying $x\propto e^{-\lambda t}$ in the free equation gives $\lambda^2-\gamma\lambda+\omega_0^2=0$, hence

$$\lambda_\pm=\frac\gamma2\pm\sqrt{\frac{\gamma^2}{4}-\omega_0^2}.$$

The rates are complex, and the motion oscillates, as long as $\gamma<2\omega_0$. In the interval $\sqrt2\,\omega_0<\gamma<2\omega_0$ the spectrum is a single central line although the mode still rings.

Now put in the soft mode, $\omega_0^2=a(T-T_c)$. This linear law is the mean-field assumption. Your model has $T_c=300$ K, $a=0.5$ meV²/K and $\gamma=6$ meV. The squared peak position is

$$\omega_p^2=a(T-T_c)-\frac{\gamma^2}{2},$$

a straight line with the correct slope but displaced downwards. It reaches zero at

$$T^*=T_c+\frac{\gamma^2}{2a}=300+\frac{36}{2\times0.5}=336\ \text{K}.$$

That is your 336 K. Overdamping begins where $4a(T-T_c)=\gamma^2$, at $300+36/2=318$ K. At 327 K, between the two, a mode released from rest at $x=1$ swings through zero to $x=-0.012$. The overshoot is small, but it is there, while the spectrum shows one central maximum.

You can repair your own data with the known damping. At 350 K, $\omega_0^2=\omega_p^2+\gamma^2/2=7+18=25$ meV², so $\omega_0=5$ meV, nearly twice the peak position.

**The width of the central line**

For $b\le0$ the maximum is at $\omega=0$, where $D=\omega_0^4$. The half width at half maximum, $w$, follows from $D=2\omega_0^4$. With $y=w^2$ this reads $y^2-by-\omega_0^4=0$, whose positive root is

$$w^2=\frac{b+\sqrt{b^2+4\omega_0^4}}{2}=\frac{2\omega_0^4}{\sqrt{b^2+4\omega_0^4}-b}.$$

The second form comes from multiplying numerator and denominator by $\sqrt{b^2+4\omega_0^4}-b$. It is convenient for strong damping, where $b$ is large and negative. Let $r=\omega_0^2/\gamma^2\ll1$, so that $b=-\gamma^2(1-2r)$. To first order in $r$ the square root is $\gamma^2(1-2r)$, because the term $4\omega_0^4=4r^2\gamma^4$ enters only at second order. The denominator is then $2\gamma^2(1-2r)$, and

$$w^2\simeq\frac{\omega_0^4}{\gamma^2}(1+2r),\qquad w\simeq\frac{\omega_0^2}{\gamma}\left(1+\frac{\omega_0^2}{\gamma^2}\right).$$

So $\omega_0^2/\gamma$ is the leading half width; the full width, from $-w$ to $+w$, is twice as large.

The slow decay rate agrees to this order. From $\sqrt{1-4r}\simeq1-2r-2r^2$,

$$\lambda_-=\frac\gamma2\left(1-\sqrt{1-4r}\right)\simeq\gamma(r+r^2)=\frac{\omega_0^2}{\gamma}\left(1+\frac{\omega_0^2}{\gamma^2}\right).$$

The physical picture is simple. When friction dominates, the acceleration can be dropped for slow motion, leaving $\gamma\dot x=-\omega_0^2x$. The mode creeps back to equilibrium at the rate $\omega_0^2/\gamma$. A weaker restoring force means slower creep and a narrower line. With constant $\gamma$ the width vanishes linearly at the true transition, as $a(T-T_c)/\gamma$. This is critical slowing down.

Here are the numbers for your model. All columns but the first are in meV, and $w$ is given where the maximum is central.

| $T$ (K) | $\omega_0$ | peak of $\rho$ | peak of $\chi''$ | $w$ | $\omega_0^2/\gamma$ |
|---|---|---|---|---|---|
| 400 | 7.07 | 5.66 | 6.44 | – | 8.33 |
| 350 | 5.00 | 2.65 | 4.12 | – | 4.17 |
| 327 | 3.67 | 0 | 2.54 | 3.12 | 2.25 |
| 318 | 3.00 | 0 | 1.73 | 1.93 | 1.50 |
| 308 | 2.00 | 0 | 0.735 | 0.748 | 0.667 |
| 302 | 1.00 | 0 | 0.171 | 0.171 | 0.167 |

At the onset of overdamping, 318 K, the simple width formula is still poor: the actual half width is 29% larger than $\omega_0^2/\gamma$. At 302 K, $r=1/36$, and the excess is about 3%, as the correction term says. The slow rate there is 0.172 meV, which corresponds to a relaxation time of 3.8 ps.

**The answer depends on what is plotted**

The table has a column for $\chi''$, which is what remains when a scattering spectrum is divided by its thermal population factor. Its peak is somewhere else again. Since $\chi''=\gamma\sqrt y/D$, we can maximise $y/D^2$. Setting the derivative to zero gives $D=2y\,dD/dy$, that is

$$y^2-by+\omega_0^4=2y(2y-b)\quad\Rightarrow\quad 3y^2-by-\omega_0^4=0,$$

$$\omega_{\chi''}^2=\frac{b+\sqrt{b^2+12\omega_0^4}}{6}.$$

This is positive for any $\omega_0>0$, so the peak of $\chi''$ does not collapse at 336 K or at 318 K. It lies closer to $\omega_0$ than the peak of $\rho$ does, but it is still not $\omega_0$, and for strong damping it measures something else. Multiplying numerator and denominator by $\sqrt{b^2+12\omega_0^4}-b$ gives $2\omega_0^4/(\sqrt{b^2+12\omega_0^4}-b)$, which tends to $\omega_0^4/\gamma^2$ for $\gamma\gg\omega_0$. The peak then sits at the relaxation rate $\omega_0^2/\gamma$.

One more factor of $\omega$ removes the shift. The mean power absorbed from a force of amplitude $F$ is $\tfrac12F^2\omega\chi''$, and

$$\omega\chi''=\frac{\gamma\omega^2}{D}=\frac{\gamma}{(\omega_0^2/\omega-\omega)^2+\gamma^2}.$$

The bracket vanishes at $\omega=\omega_0$, so this curve peaks at $\omega_0$ for any damping. It falls to half its maximum where $\omega_0^2/\omega-\omega=\pm\gamma$. The positive solutions are $\omega=\sqrt{\omega_0^2+\gamma^2/4}\mp\gamma/2$, and their difference is $\gamma$. Peak and full width thus give the two parameters directly.

This also shows why your peak is pulled down. In the classical regime $\omega\chi''$ is proportional to $\omega^2\rho$, the velocity spectrum. Passing from it to $\chi''$, and then to $\rho$, means dividing by $\omega$ each time. Each division favours low frequencies and moves the maximum down.

**How to extract the frequency**

1. Multiply your spectrum by $\omega^2$ and read the peak. For your model, the squares of these peaks between 360 and 420 K extrapolate to 300 K, while the squared peaks of $\rho$ over the same range extrapolate to 336 K. Close to the transition the maximum is too broad to be read reliably from noisy data: at 302 K, where $\omega_0=1$ meV, the curve stays within 2% of its maximum from 0.66 to 1.52 meV. There, a fit of the full line shape is the better choice, and it too is accurate only if the weak wings of the line stand above the noise.

2. Fit the full line shape $\rho(\omega)$ with both $\omega_0$ and $\gamma$ free.

3. Use the second moment. Differentiating $c(t)=\int_0^\infty\rho\cos\omega t\,d\omega$ twice at $t=0$ gives $\ddot c(0)=-\int_0^\infty\omega^2\rho\,d\omega$; the integral converges because $\omega^2\rho$ falls as $1/\omega^2$. The equation of motion at $t=0$ gives $\ddot c(0)=-\omega_0^2$. Hence
$$\int_0^\infty\omega^2\rho(\omega)\,d\omega=\omega_0^2,$$
independent of $\gamma$. The convergence is slow: cutting the integral at $W\gg\gamma,\omega_0$ loses $\int_W^\infty(2/\pi)\gamma\omega_0^2\,\omega^{-2}d\omega$, a fraction $2\gamma/(\pi W)$ of the total. For $\gamma=6$ meV and $W=40$ meV this is about 10% in $\omega_0^2$, or 5% in $\omega_0$.

All three need the wings of the line once the damping is strong. To see this, measure frequency in units of the relaxation rate, $s=\omega\gamma/\omega_0^2$. Dividing $D$ by $\omega_0^4$ gives

$$\frac{\rho(\omega)}{\rho(0)}=\frac{1}{1+(1-2r)s^2+r^2s^4}.$$

For small $r$ and moderate $s$ this is the Lorentzian $1/(1+s^2)$, which contains $\omega_0$ and $\gamma$ only through $\omega_0^2/\gamma$. At 302 K, doubling both $\omega_0^2$ and $\gamma$ changes the normalised line by less than 1% of its peak height (the largest change is about 0.7%), out to five times $\omega_0^2/\gamma$. A fit to the centre alone therefore separates the two parameters poorly: small errors in the data become large errors in $\gamma$. In relative terms, the line shape changes strongly only far out. The terms that depend on $r$ separately change the Lorentzian denominator $1+s^2$ by $-2rs^2+r^2s^4$. At $\omega=\omega_0$, where $s^2=1/r$, this is a relative change of only $-r/(1+r)$. It reaches order one only as $s$ approaches $1/r$, that is $\omega\approx\gamma$, and keeps growing beyond. At $s=1/r$ the denominator is $1+(1-2r)/r^2+1/r^2\approx2/r^2$, so at 302 K, with $r=1/36$, the intensity has fallen to about $1/2500$ of the maximum.

The absolute intensity is an alternative. By equipartition $\langle x^2\rangle=kT/\omega_0^2$, so the calibrated area of the displacement spectrum gives $\omega_0$ without a separate value of $\gamma$. The far wings count much less here than in the second moment, but the line must still be followed well beyond its half width: at 302 K, stopping at five half widths loses about 10% of the area and makes $\omega_0$ about 5.5% too high. If neither is available, the width still locates the transition when $\gamma$ is constant: the central widths at 301 and 302 K extrapolate to 300.0 K. This works only close to the transition, where $\omega_0^2\ll\gamma^2$; the widths at 310 and 320 K extrapolate to about 302 K.

**When this reading fails**

At 400 K the classical approximation is harmless for the peak position: $kT=34$ meV is well above the mode energy, and replacing $\chi''/\omega$ by the symmetrised quantum spectrum, proportional to $\chi''\coth(\hbar\omega/2kT)$, moves the peak by less than 0.01 meV. Very close to 336 K the maximum is so flat that even this weak factor can shift it noticeably. At low temperature that factor must be kept. It also matters in the far wings, $\hbar\omega\gtrsim kT$: there $\coth\to1$ and $\omega^2\chi''$ falls only as $\gamma/\omega$, so the second-moment rule holds for the classical spectrum only.

The constant damping matters more. If $\gamma$ changes with temperature, the squared peak position need not be a straight line, and the central width no longer follows $\omega_0^2$ alone. If $\gamma$ depends on frequency, $D$ is in general no longer a quadratic in $\omega^2$, the peak, width and merging conditions above do not apply, and the peak of $\omega^2\rho$ need not lie at $\omega_0$. A central line is therefore not by itself proof of an overdamped soft mode; its full shape has to agree with $\rho(\omega)$, and the fitted values have to satisfy $\gamma>2\omega_0$. The numerical check checks the main formulas and the numbers in the table.

## Table of computed values

```
Transition temperature Tc: 300.0 K
Slope of w0^2: 0.50 meV^2/K
Damping gamma: 6.00 meV
Columns: T in K; all others in meV
T | w0 | peak S | peak chi'' | peak w*chi'' | HWHM | w0^2/gamma
400 | 7.0711 | 5.6569 | 6.4375 | 7.0711 | - | 8.3333
350 | 5.0000 | 2.6458 | 4.1176 | 5.0000 | - | 4.1667
327 | 3.6742 | 0.0000 | 2.5372 | 3.6742 | 3.1193 | 2.2500
318 | 3.0000 | 0.0000 | 1.7321 | 3.0000 | 1.9308 | 1.5000
308 | 2.0000 | 0.0000 | 0.7350 | 2.0000 | 0.7485 | 0.6667
302 | 1.0000 | 0.0000 | 0.1713 | 1.0000 | 0.1714 | 0.1667
Root of second moment at 302 K: 1.0000 meV
Full width of w*chi'' at 302 K: 6.0000 meV
Side peaks merge at: 336.00 K
Overdamping begins at: 318.00 K
Lowest x in free decay at 327 K: -0.01176 (start = 1)
Slow decay rate at 308 K: 0.7639 meV
Relaxation time at 308 K: 0.862 ps
Slow decay rate at 302 K: 0.1716 meV
Relaxation time at 302 K: 3.836 ps
Undamped lattice: 1 soft mode + 1200 other modes
Largest relative spectrum error, 400 K: 0.0063
Lattice peak of S at 400 K: 5.68 meV
Largest relative spectrum error, 327 K: 0.0060
Lattice central HWHM at 327 K: 3.119 meV
Largest relative spectrum error, 302 K: 0.0057
Lattice central HWHM at 302 K: 0.173 meV
Tc from squared peaks of S: 336.00 K
Tc from squared peaks of w*chi'': 300.00 K
Tc from central widths at 301 and 302 K: 300.03 K
Line change, w0^2 and gamma doubled, 302 K: 0.0071 of peak height
Thermal energy kT at 400 K: 34.47 meV
Peak of S at 400 K with quantum factor: 5.6614 meV
```
